The Chisholm identities for odd gamma strings in four dimensions

**1. Two traces that share an index**

An electron and a positron annihilate through one virtual photon and produce a muon pair. Let p₁ be the positron momentum, p₂ the electron momentum, k₁ that of the μ⁻ and k₂ that of the μ⁺. At tree level, the spinor part of the amplitude is

[v̄(p₁) γ_μ u(p₂)] [ū(k₁) γ^μ v(k₂)].

At energies where both masses can be neglected, the spin sums are Σ u(p)ū(p) = p̸ and Σ v(p)v̄(p) = p̸, where p̸ = p_μ γ^μ. Squaring the amplitude and summing over all spins gives one trace for each fermion line:

W = Tr(p̸₁ γ_μ p̸₂ γ_ν) Tr(k̸₁ γ^μ k̸₂ γ^ν).

The traces are tied together by the summed indices μ and ν. One can evaluate each trace as a tensor and contract the tensors. The question here is whether the sum over μ can be done first, on the matrices themselves, so that the two traces become one.

**2. Conventions and statement**

The metric is g = diag(1, −1, −1, −1), and the gamma matrices are 4×4 with

γ^μ γ^ν + γ^ν γ^μ = 2 g^{μν}.

A unit matrix is understood wherever a number stands in a matrix equation. Two different gammas therefore anticommute, (γ⁰)² = 1, and (γ¹)² = (γ²)² = (γ³)² = −1. Further,

γ5 = i γ⁰γ¹γ²γ³.

An odd string S is a product of an odd number of gamma matrices or slashed vectors, or a linear combination of such products. The vectors may be complex. S^R denotes S with every product written in reverse order; numerical coefficients are left alone, without complex conjugation. For odd S,

(I) γ_μ S γ^μ = −2 S^R,

(II) Tr(γ_μ S) γ^μ = 2 (S + S^R).

Neither holds for even strings in general. Identity (I) also needs exactly four dimensions, and (II) fails once spacetime has room for five different gammas. Sections 7 and 8 show what happens otherwise.

**3. Reversal acts on matrices**

The same matrix can be written as a string in several ways. Reversal must give the same answer for all of them, or S^R would have no definite meaning. This is secured by writing reversal as an operation on the matrix.

In the Dirac representation γ⁰ = diag(1, 1, −1, −1), and γ^i has the Pauli matrix σ_i in its upper right block and −σ_i in its lower left block. Transposition exchanges these blocks and transposes σ_i. Since σ₁ and σ₃ are symmetric and σ₂ is antisymmetric, γ⁰ and γ² are symmetric, while γ¹ and γ³ are antisymmetric.

Take B = γ¹γ³. Moving γ⁰ or γ² through B costs two signs, so both commute with B. Moving γ¹ or γ³ through B costs one sign, because each anticommutes with one factor and commutes with itself. These are the signs produced by transposition, and hence

B (γ^μ)^T B⁻¹ = γ^μ for all four μ.

Transposition reverses a product, (MN)^T = N^T M^T. Inserting B⁻¹B between the factors gives, for any string,

S^R = B S^T B⁻¹.

The right side depends on the matrix S alone and is linear in it. In another representation, γ'^μ = U γ^μ U⁻¹, the matrix B' = U B U^T does the same work:

B' (γ'^μ)^T B'⁻¹ = U B U^T (U^T)⁻¹ (γ^μ)^T U^T (U^T)⁻¹ B⁻¹ U⁻¹ = U γ^μ U⁻¹ = γ'^μ.

**4. What an odd string can contain**

Expanding the slashed vectors turns S into a sum of products of an odd number of basis gammas. In each product, equal gammas can be brought together by anticommutation and replaced by their square, ±1. Each such replacement removes two gammas, so the number left stays odd. When all the remaining gammas are different there are at most four of them, hence one or three.

A product of three different gammas is a single gamma times γ5. To see this, multiply γ5 from the left by each gamma, move that gamma to its partner, and square:

γ⁰γ5 = i (γ⁰)² γ¹γ²γ³ = i γ¹γ²γ³,

γ¹γ5 = −i γ⁰ (γ¹)² γ²γ³ = i γ⁰γ²γ³,

γ²γ5 = i γ⁰γ¹ (γ²)² γ³ = −i γ⁰γ¹γ³,

γ³γ5 = −i γ⁰γ¹γ² (γ³)² = i γ⁰γ¹γ².

The signs after the first equality come from passing zero, one, two and three other gammas. Solving for the triples,

γ¹γ²γ³ = −i γ⁰γ5, γ⁰γ²γ³ = −i γ¹γ5,

γ⁰γ¹γ³ = +i γ²γ5, γ⁰γ¹γ² = −i γ³γ5.

Every odd string therefore has the form

S = V_a γ^a + A_a γ^a γ5.

V is the vector part and A the axial part. A long odd string contains no more than these eight numbers.

**5. Proof of the first identity**

First reverse the two parts. A single gamma is unchanged. Reversing γ⁰γ¹γ²γ³ exchanges each of its six pairs once, and (−1)⁶ = 1, so γ5^R = γ5. Also, γ^a passes three different gammas and one equal gamma when it moves through γ5, which gives (−1)³ = −1, so γ5 γ^a = −γ^a γ5. Therefore

(γ^a γ5)^R = γ5 γ^a = −γ^a γ5,

S^R = V_a γ^a − A_a γ^a γ5.

Reversal keeps the vector part and changes the sign of the axial part.

Now contract. Each of the four terms in γ_μ γ^μ equals 1; for example γ₁γ¹ = −(γ¹)² = 1. Thus γ_μ γ^μ = 4, and

γ_μ γ^a γ^μ = γ_μ (2g^{aμ} − γ^μ γ^a) = 2γ^a − 4γ^a = −2γ^a.

For the axial part, moving γ^μ to the left of γ5 gives one sign:

γ_μ γ^a γ5 γ^μ = −γ_μ γ^a γ^μ γ5 = +2 γ^a γ5.

Adding the parts with their coefficients,

γ_μ S γ^μ = −2 V_a γ^a + 2 A_a γ^a γ5 = −2 (V_a γ^a − A_a γ^a γ5) = −2 S^R.

This is (I). The relative sign produced by the contraction is the same as the one produced by reversal.

**6. Proof of the second identity**

Two traces are needed. Since a trace is unchanged by cyclic reordering,

Tr(γ_μ γ^a) = ½ Tr(γ_μ γ^a + γ^a γ_μ) = ½ · 2 δ_μ^a · 4 = 4 δ_μ^a.

For X = γ_μ γ^a γ5, choose an index b different from both μ and a. Then γ^b commutes with γ_μ γ^a and anticommutes with γ5, so γ^b X = −X γ^b. Without summing over b,

(γ^b)² Tr X = Tr(X γ^b γ^b) = Tr(γ^b X γ^b) = −Tr(X γ^b γ^b) = −(γ^b)² Tr X.

Here (γ^b)² is the number ±1, so Tr X = 0. The trace with γ_μ therefore selects the vector part:

Tr(γ_μ S) γ^μ = 4 V_μ γ^μ.

Adding S and S^R cancels the axial part:

S + S^R = 2 V_a γ^a.

Comparison of the last two equations gives Tr(γ_μ S) γ^μ = 2(S + S^R), which is (II).

**7. Even strings and mass terms**

An even string reduces in the same way to zero, two or four different gammas, so

S = s + p γ5 + Σ_{a<b} t_{ab} γ^a γ^b.

For any two vectors a and b, the relation b̸ γ^μ = 2b^μ − γ^μ b̸ gives

γ_μ a̸ b̸ γ^μ = 2 b̸ a̸ − (γ_μ a̸ γ^μ) b̸ = 2 b̸ a̸ + 2 a̸ b̸ = 4 a·b.

For two different basis gammas this is 4g^{ab} = 0, so the t part disappears on contraction. The other parts give γ_μ γ^μ = 4 and γ_μ γ5 γ^μ = −4γ5. Hence γ_μ S γ^μ = 4s − 4pγ5.

To express s and p as traces, note that γ5 and γ^aγ^b with a ≠ b are traceless: the first is the matrix X above with μ = a, without summing, and the second follows from Tr(γ_μ γ^a) = 4δ_μ^a. The trace of γ5γ^aγ^b also vanishes, by the argument for X. Finally, since the product of four gammas equals its own reverse,

(γ5)² = −(γ⁰γ¹γ²γ³)(γ³γ²γ¹γ⁰) = −(1)(−1)(−1)(−1) = 1.

So Tr S = 4s and Tr(γ5 S) = 4p, and for even S

γ_μ S γ^μ = Tr S − γ5 Tr(γ5 S).

Identity (II) does not hold for even strings in general either. For even S, γ_μ S is odd; it anticommutes with γ5, and inserting (γ5)² = 1 and cycling one γ5 shows that its trace is zero. But for S = 1 the right side of (II) is 4.

This matters for massive fermions: propagators and particle spin sums contain p̸ + m, and antiparticle spin sums contain p̸ − m. The odd and even parts must be separated before contraction:

(p̸ + m) γ^ν (k̸ + m) = [p̸ γ^ν k̸ + m² γ^ν] + m [p̸ γ^ν + γ^ν k̸].

Identity (I) applies to the first bracket and the even rule to the second:

γ_μ (p̸ + m) γ^ν (k̸ + m) γ^μ = −2 k̸ γ^ν p̸ − 2m² γ^ν + 4m (p^ν + k^ν).

**8. Why four dimensions are needed**

Let the anticommutation rule hold in d dimensions, so that γ_μ γ^μ = d. The steps used above become

γ_μ a̸ γ^μ = 2a̸ − d a̸ = (2 − d) a̸,

γ_μ a̸ b̸ γ^μ = 2 b̸ a̸ − (2 − d) a̸ b̸ = 4 a·b + (d − 4) a̸ b̸.

For three vectors, move γ^μ past c̸:

γ_μ a̸ b̸ c̸ γ^μ = 2 c̸ a̸ b̸ − [4 a·b + (d − 4) a̸ b̸] c̸.

Since a̸ b̸ − 2 a·b = −b̸ a̸, the terms 2c̸ a̸ b̸ − 4(a·b)c̸ combine to −2c̸ b̸ a̸, and

γ_μ a̸ b̸ c̸ γ^μ = −2 c̸ b̸ a̸ + (4 − d) a̸ b̸ c̸.

The last term measures the failure of (I) for strings of three factors; longer strings can fail by a different amount. For five different gammas in d = 6, for instance, five terms of the sum give +S and one gives −S, so γ_μ S γ^μ = 4S while −2S^R = −2S. We return to three factors. In the numerical check with basis gammas, its largest matrix entry is 2 for d = 2, 0 for d = 4 and 2 for d = 6, which is |4 − d| times entries of modulus 1. In a loop integral regulated by taking d = 4 − ε, the extra term is ε a̸ b̸ c̸. Multiplied by a pole 1/ε it leaves a finite contribution, so in a calculation that keeps the gamma algebra in d dimensions, the four-dimensional identity must not be used before the pole has been removed.

Identity (II) has its own obstruction. In d = 6 the matrices can be taken as 8×8, and the natural replacement for the factor 2 is half the matrix size, 4. Take S to be a product of five different gammas. Reversal exchanges ten pairs, so S^R = S and the string side is 8S, with largest entry 8. On the trace side, γ_μ S reduces to four or six different gammas. Moving the first of them to the end passes an odd number of others and changes the sign, while cyclicity says that the trace is unchanged; the trace is therefore zero. Four dimensions have no room for five different gammas, and this is why the problem is absent there.

**9. A string with explicit numbers**

Take S = a̸ b̸ c̸ with dimensionless contravariant components

a^μ = (2, 1, 0, 0), b^μ = (1, 0, 2, 0), c^μ = (1, 1, 0, 1).

The products are a·b = 2, a·c = 2 − 1 = 1 and b·c = 1. To find V, move a̸ to the right and then exchange b̸ and c̸:

a̸ b̸ c̸ = 2(a·b)c̸ − b̸ a̸ c̸ = 2(a·b)c̸ − 2(a·c)b̸ + b̸ c̸ a̸ = 2(a·b)c̸ − 2(a·c)b̸ + 2(b·c)a̸ − c̸ b̸ a̸.

Since S + S^R = 2V_a γ^a,

V^μ = (a·b)c^μ − (a·c)b^μ + (b·c)a^μ = 2(1, 1, 0, 1) − (1, 0, 2, 0) + (2, 1, 0, 0) = (3, 3, −2, 2).

Lowering the index gives V_μ = (3, −3, 2, −2).

The axial part comes from terms with three different indices. Write the covariant components as three rows:

a_μ = (2, −1, 0, 0), b_μ = (1, 0, −2, 0), c_μ = (1, −1, 0, −1).

Sorting three different gammas into increasing order gives the sign of the permutation, so the coefficient of each ordered triple is a 3×3 determinant of these rows. Let M_n be the determinant with column n omitted. For example,

M₀ = det[(−1, 0, 0), (0, −2, 0), (−1, 0, −1)] = (−1)(−2)(−1) = −2.

Together, (M₀, M₁, M₂, M₃) = (−2, 4, −1, −2). The triples of section 4 then give

A_μ/i = (−M₀, −M₁, +M₂, −M₃) = (2, −4, −1, 2).

The two identities can now be read off by components:

S^R: V_μ = (3, −3, 2, −2), A_μ/i = (−2, 4, 1, −2).

γ_μ S γ^μ: V_μ = (−6, 6, −4, 4), A_μ/i = (4, −8, −2, 4).

Tr(γ_μ S) γ^μ: V_μ = (12, −12, 8, −8), A_μ/i = (0, 0, 0, 0).

The second line is −2 times the first, as (I) requires. The third is four times the vector part of S, which equals 2(S + S^R), as (II) requires. The program obtains these components from the full matrices.

The vector A is orthogonal to all three vectors in the string. For any vector x, A_μx^μ/i = −M₀x₀ + M₁x₁ − M₂x₂ + M₃x₃ in covariant components of x. This is minus the 4×4 determinant with rows x_μ, a_μ, b_μ, c_μ, expanded along its first row, and it vanishes when x repeats one of the other rows. With the numbers above, A_μa^μ/i = 4 − 4 = 0, A_μb^μ/i = 2 − 2 = 0 and A_μc^μ/i = 2 − 4 + 2 = 0.

**10. Joining the traces of pair production**

Multiply (II) from the right by a matrix T and take the trace:

Tr(γ_μ S) Tr(γ^μ T) = 2 Tr(S T) + 2 Tr(S^R T).

This answers the opening question: the sum over μ is done, and each term is a single trace. By cyclicity, W has this form for each ν, with

S = p̸₂ γ_ν p̸₁, S^R = p̸₁ γ_ν p̸₂, T = k̸₂ γ^ν k̸₁.

Therefore

W = 2 Tr(p̸₂ γ_ν p̸₁ k̸₂ γ^ν k̸₁) + 2 Tr(p̸₁ γ_ν p̸₂ k̸₂ γ^ν k̸₁).

The sum over ν now encloses two slashed vectors, so the rule γ_ν a̸ b̸ γ^ν = 4 a·b applies:

W = 8 (p₁·k₂) Tr(p̸₂ k̸₁) + 8 (p₂·k₂) Tr(p̸₁ k̸₁).

With Tr(a̸ b̸) = 4 a·b this becomes

W = 32 [(p₁·k₂)(p₂·k₁) + (p₁·k₁)(p₂·k₂)].

Take centre-of-mass momenta, in GeV,

p₁ = (5, 0, 0, 5), p₂ = (5, 0, 0, −5),

k₁ = (5, 3, 0, 4), k₂ = (5, −3, 0, −4).

All four are massless, since 3² + 4² = 5², and p₁ + p₂ = k₁ + k₂. The products are

p₁·k₁ = p₂·k₂ = 25 − 20 = 5 GeV²,

p₁·k₂ = p₂·k₁ = 25 + 20 = 45 GeV².

The two joined traces are 32 · 45 · 45 = 64800 GeV⁴ and 32 · 5 · 5 = 800 GeV⁴, so

W = 65600 GeV⁴.

The numerical check also evaluates the original product of traces by summing over both indices, and finds the same value.

The angular dependence shows how the two terms differ. Let E be the energy of each particle and θ the angle between the incoming electron and the outgoing μ⁻. Then p₂·k₁ = p₁·k₂ = E²(1 − cos θ) and p₁·k₁ = p₂·k₂ = E²(1 + cos θ), so

W = 32E⁴ [(1 − cos θ)² + (1 + cos θ)²] = 64E⁴ (1 + cos² θ).

In the example cos θ = −0.8, so the μ⁻ leaves mostly backward and the first term dominates. Each term alone distinguishes forward from backward. Replacing S by S^R changes the sign of its axial part, so that part cancels in the sum of the two terms. The forward–backward difference cancels with it, and the spin-summed distribution from single-photon exchange at tree level is symmetric under cos θ → −cos θ. The real process also proceeds through Z exchange, which is left out here and breaks this symmetry. At tree level the forward–backward asymmetry is about −0.006 at the total energy of 10 GeV used above, but about −0.09 at 35 GeV, so the symmetric form describes real collisions only well below the Z mass.

Table of computed values

```
Basis strings of length 1, 3, 5 checked (count): 1092
Example 1, all values dimensionless
a^mu: (2, 1, 0, 0)
b^mu: (1, 0, 2, 0)
c^mu: (1, 1, 0, 1)
a.b, a.c, b.c: 2 1 1
Covariant minors for omitted index 0,1,2,3: (-2, 4, -1, -2)
S: V_mu: (3, -3, 2, -2)
S: A_mu / i: (2, -4, -1, 2)
S reversed: V_mu: (3, -3, 2, -2)
S reversed: A_mu / i: (-2, 4, 1, -2)
gamma_mu S gamma^mu: V_mu: (-6, 6, -4, 4)
gamma_mu S gamma^mu: A_mu / i: (4, -8, -2, 4)
Tr(gamma_mu S) gamma^mu: V_mu: (12, -12, 8, -8)
Tr(gamma_mu S) gamma^mu: A_mu / i: (0, 0, 0, 0)
Largest entry of gamma_mu S gamma^mu + 2 S^R, length 3:
  d = 2: 2
  d = 4: 0
  d = 6: 2
d = 6, five distinct gammas, second identity, largest entries:
  trace side 0, string side 8
Example 2, momenta in GeV
p1^mu [GeV]: (5, 0, 0, 5)
p2^mu [GeV]: (5, 0, 0, -5)
k1^mu [GeV]: (5, 3, 0, 4)
k2^mu [GeV]: (5, -3, 0, -4)
p1.k1, p2.k2 [GeV^2]: 5 5
p1.k2, p2.k1 [GeV^2]: 45 45
2 Tr(S T) term [GeV^4]: 64800
2 Tr(S^R T) term [GeV^4]: 800
Sum of the two terms [GeV^4]: 65600
Direct double index sum [GeV^4]: 65600
```
